\section*{Coincidence Cells of Two Surface Lattices Ranked by Area, Energy and Shear}

\section{Two square lattices}

Lay a film with a square surface lattice of side $b$ on a rigid substrate with a square lattice of side $a$. Let $\rho=a^2/b^2=1.6401$, the ratio for TiN(001) on Si(001) with the lattice constants used below. A periodic calculation needs one cell that fits both.

The substrate vectors $(1,2)$ and $(-2,1)$, in units of $a$, span a square of area $5a^2$. The film vectors $(2,2)$ and $(-2,2)$, in units of $b$, span a square of area $8b^2$. Turning the film by $\arctan 2-45^\circ=18.43^\circ$ aligns them, and a uniform stretch makes them equal. Its logarithm is
\[
e=\ln\frac{\sqrt5\,a}{\sqrt8\,b}=\tfrac12\ln\frac{5\rho}{8}=1.24\,\% .
\]

Now take the substrate square spanned by $(2,2)$ and $(-2,2)$, with sides $\sqrt8\,a$. Two film cells have sides $\sqrt{13}\,b$:
\begin{itemize}
\item $(3,2)$ and $(-2,3)$ have scalar product $0$ and determinant $13$: a square.
\item $(3,-2)$ and $(3,2)$ have scalar product $5$ and determinant $12$: a rhombus with $\cos\theta=5/13$, so $\theta=67.38^\circ$.
\end{itemize}
Both differ from the substrate sides by the same $0.46\,\%$. The square needs a small uniform stretch; the rhombus must be sheared through more than $22^\circ$. Side lengths cannot tell them apart. A useful search must measure the whole deformation, and must neither miss a cell nor count one twice.

\section{Matches as rational matrices}

Let the columns of $A$ and $B$ be primitive vectors of substrate and film, with determinants $|A|,|B|>0$. A match consists of integer matrices $M,N$ with determinants $m,n>0$ and a film deformation $F$ such that
\begin{equation}
FBN=AM,\qquad Q\equiv A^{-1}FB=MN^{-1}.
\label{match}
\end{equation}
The interface cell has area $m|A|$. The surface planes are given, the substrate is rigid, and the film is uniformly strained.

\paragraph{Substrate sublattices.} Let $L\subset\mathbb Z^2$ have index $m$. The first components of its vectors form the multiples of some $p>0$; its vectors with first component zero are the multiples of some $(0,q)$. Choose a vector $(p,k)$ in $L$ and subtract multiples of $(0,q)$ until $0\le k<q$. This fixes $k$, so $L$ has the unique Hermite basis
\[
H=\begin{pmatrix}p&0\\k&q\end{pmatrix},\qquad pq=m,\quad 0\le k<q .
\]
There are $q$ choices of $k$ for each divisor $q$, hence $\sum_{q|m}q$ sublattices. Each is then given one short basis $M$.

\paragraph{Removing repeated cells.} The true coincidence lattice of $Q$ is $\mathbb Z^2\cap Q\mathbb Z^2$. Its points are $v=Mx$ with $x$ rational and both $Mx$ and $Q^{-1}v=Nx$ integer. Stack $M$ on $N$ to form a $4\times2$ matrix $S$; the condition is $Sx\in\mathbb Z^4$. The Smith form is $S=PDV$, with $P,V$ unimodular and $D$ holding $s_1,s_2$ on its diagonal and zeros elsewhere. The condition becomes $Vx\in s_1^{-1}\mathbb Z\times s_2^{-1}\mathbb Z$. These $x$ contain $\mathbb Z^2$ with index $s_1s_2$, so
\begin{equation}
[\mathbb Z^2\cap Q\mathbb Z^2:M\mathbb Z^2]=s_1s_2=\gcd(\text{$2\times2$ minors of }S).
\label{gcd}
\end{equation}
The last equality holds because the minors of a product are integer combinations of the minors of its factor. Multiplication by a unimodular matrix, which can be undone, therefore leaves their gcd unchanged, and the one nonzero minor of $D$ is $s_1s_2$.

Keep a pair if the gcd is 1. Then $M\mathbb Z^2$ is the coincidence lattice, so $Q$ determines the chosen $M$, and $N=Q^{-1}M$ follows. Conversely, every rational $Q$ with positive determinant has a coincidence lattice and gives such a pair. Each deformation occurs once, in its smallest cell. For the $5{:}8$ cell the minors include 5 and 8, so the gcd is 1.

\section{Mean strain and shear}

Write $F=R\exp(E)$ with $R$ a rotation and $E$ symmetric, with eigenvalues $e\pm g$, $g\ge0$. Taking determinants in \eqref{match} gives $J\equiv\det F=e^{2e}=m|A|/(n|B|)$, hence
\begin{equation}
e=\tfrac12\ln\frac{m|A|}{n|B|}.
\label{mean}
\end{equation}
The mean strain depends on the two indices alone, so unsuitable pairs $(m,n)$ can be dropped before any cell is built.

For the shear, $C=F^{T}F=\exp(2E)$ has eigenvalues $e^{2(e\pm g)}$, and
\begin{equation}
\operatorname{tr}C=2e^{2e}\cosh2g
\quad\Rightarrow\quad
\cosh 2g=\frac{\operatorname{tr}C}{2J}.
\label{shear}
\end{equation}
The direction of shear also matters in a cubic film. Put $E=e\,I+D$ with $D_{xx}=-D_{yy}=d_1$ and $D_{xy}=d_2$. Since $D^2=(d_1^2+d_2^2)I=g^2I$, the exponential series gives $C/J=\cosh2g\,I+(\sinh2g/g)D$, and therefore
\[
d_1=\frac{g}{\sinh2g}\,\frac{C_{xx}-C_{yy}}{2J},\qquad
d_2=\frac{g}{\sinh2g}\,\frac{C_{xy}}{J}.
\]

\paragraph{Shear as a distance between shapes.} Rotating or uniformly scaling either cell leaves $g$ unchanged, so turn and scale both until their first sides are $(1,0)$. Their second sides are then $(x,y)$ for the substrate and $(x',y')$ for the film, and
\[
F=\begin{pmatrix}1&x\\0&y\end{pmatrix}
\begin{pmatrix}1&-x'/y'\\0&1/y'\end{pmatrix}
=\begin{pmatrix}1&(x-x')/y'\\0&y/y'\end{pmatrix}.
\]
Here $J=y/y'$ and $\operatorname{tr}C=1+[(x-x')^2+y^2]/y'^2$. With $\tau=x+iy$ and $\tau'=x'+iy'$, \eqref{shear} becomes
\begin{equation}
\cosh2g=\frac{y^2+y'^2+(x-x')^2}{2yy'}
=1+\frac{|\tau-\tau'|^2}{2yy'} .
\label{hyp}
\end{equation}
This is the distance formula of the hyperbolic half-plane: $2g$ is the distance between the shapes $\tau$ and $\tau'$.

If the two cells have equal sides with ratio $s$ and angles $\theta,\theta'$, then $x^2+y^2=x'^2+y'^2=s^2$, and
\[
\cosh2g=\frac{1-\cos\theta\cos\theta'}{\sin\theta\sin\theta'} .
\]
For $\theta'=\theta+\delta$ with small $\delta$, the right side minus one is $(1-\cos\delta)/(\sin\theta\sin\theta')\approx\delta^2/(2\sin^2\theta)$. The left side minus one is about $2g^2$, so $g\approx|\delta|/(2\sin\theta)$: an angular error costs shear at first order while the misfits of both sides vanish. For the rhombus, $\cosh2g=1/\sin\theta'=13/12$ and $\sinh2g=5/12$, so $2g=\ln(18/12)$ and $g=20.3\,\%$.

\paragraph{What reduced cells guarantee.} Call a cell reduced if $|r_1|\le|r_2|$ and $0\le r_1\cdot r_2\le\frac12|r_1|^2$. Its shape lies in the triangle $0\le\operatorname{Re}\tau\le\frac12$, $|\tau|\ge1$. For integers $u$ and $v\ne0$,
\[
|ur_1+vr_2|^2\ge(u^2-|uv|)|r_1|^2+v^2|r_2|^2\ge|r_2|^2 .
\]
For $|v|=1$ this holds because $u^2\ge|u|$. For $|v|\ge2$ use $u^2-|uv|\ge-v^2/4$, which leaves at least $\frac34v^2|r_2|^2$. So $|r_1|$ and $|r_2|$ are the shortest independent lengths of the lattice; with the area they fix the acute angle. Each lattice has one shape in the triangle.

Reflections in the three sides of the triangle, $\tau\to-\bar\tau$, $1-\bar\tau$ and $1/\bar\tau$, are changes of basis and preserve hyperbolic length. Take the shortest path from a reduced $\tau$ to any other basis of the film cell. Whenever it leaves the triangle, reflect the remainder back. The folded path has the same length and ends at the reduced film shape. Hence no basis gives less shear than the two reduced cells, provided mirrored pairings are allowed. For a square film lattice they are available, because the mirror image of a film sublattice is again a film sublattice of the same index, though not always the same one.

Index 3 against index 5 shows the use of this. The mean strain is attractive: $e=\frac12\ln(3\rho/5)=-0.80\,\%$. The reduced shapes are $3i$ and $\frac12+\frac32i$ for the substrate, and $i$, $5i$ and $\frac12+\frac52i$ for the film. The closest of the six pairs is $3i$ with $\frac12+\frac52i$, for which \eqref{hyp} gives $\cosh2g-1=\frac12/15=1/30$. As $\cosh2g-1=2\sinh^2g$, $\sinh g=1/\sqrt{60}$ and $g\approx13\,\%$. No $3{:}5$ cell is nearly unstrained.

The guarantee concerns the least shear of one pair of sublattices, up to a mirror of the film sublattice. Other bases may give further acceptable matches, so the search below keeps them too.

\section{Strain energy}

Take a cubic (001) film of thickness $t$ with a free top face and axes along the cube edges. The terms containing the normal strain $\varepsilon_z$ are $\frac12C_{11}\varepsilon_z^2+C_{12}\varepsilon_z(\varepsilon_x+\varepsilon_y)$. Their minimum, at $\varepsilon_z=-C_{12}(\varepsilon_x+\varepsilon_y)/C_{11}$, is $-C_{12}^2(\varepsilon_x+\varepsilon_y)^2/(2C_{11})$. The out-of-plane shears relax to zero. The in-plane constants become
\[
c_{11}'=C_{11}-\frac{C_{12}^2}{C_{11}},\qquad
c_{12}'=C_{12}-\frac{C_{12}^2}{C_{11}},
\]
with energy density $\frac12c_{11}'(\varepsilon_x^2+\varepsilon_y^2)+c_{12}'\varepsilon_x\varepsilon_y+2C_{44}\varepsilon_{xy}^2$. Inserting $\varepsilon_x=e+d_1$, $\varepsilon_y=e-d_1$ and $\varepsilon_{xy}=d_2$, the cross terms in $e\,d_1$ cancel. The energy per unstrained film area is
\begin{equation}
w=t\left[(c_{11}'+c_{12}')e^2+(c_{11}'-c_{12}')d_1^2+2C_{44}d_2^2\right].
\label{energy}
\end{equation}
The formula holds unchanged in atomic units. Using logarithmic strain in a quadratic energy is a convention; other strain measures agree at leading order. If $C_{11}-C_{12}=2C_{44}$, the last two terms combine to $2C_{44}g^2$ and direction drops out.

\section{The finite search}

Let $k=\min(c_{11}'-c_{12}',\,2C_{44})$. As $d_1^2+d_2^2=g^2$, \eqref{energy} gives $w\ge t[(c_{11}'+c_{12}')e^2+kg^2]$. A cap $w\le w_c$ therefore implies
\begin{equation}
|e|\le\sqrt{\frac{w_c}{t(c_{11}'+c_{12}')}},\qquad
g\le g_{\max}=\sqrt{\frac{w_c}{tk}} .
\label{bounds}
\end{equation}
$F$ stretches every vector by a factor between $e^{e-g}$ and $e^{e+g}$. A film vector $f$ carried to the substrate vector $r$ must then satisfy
\begin{equation}
\left|\ln(|f|/|r|)+e\right|\le g_{\max}.
\label{window}
\end{equation}
This ring contains finitely many lattice points. Length is used here as a necessary condition, never as the verdict. The method is:
\begin{enumerate}
\item For each $m$ up to the area limit, list the Hermite forms and reduce each to a short basis $M$.
\item Keep the indices $n$ whose $e$ from \eqref{mean} obeys \eqref{bounds}.
\item For the two columns of $AM$, collect the film vectors in the window \eqref{window}. Keep the pairs that form an $N$ of determinant $n$, with the orientation of $M$.
\item Discard pairs whose gcd in \eqref{gcd} exceeds 1; compute $g$ and $w$ and apply the cap.
\item Merge $Q$ with $SQT$, where $S$ and $T$ are point operations of the two lattices and $\det S\det T=1$. They act on $F$ as orthogonal matrices that preserve the film's elasticity, so area, $g$ and $w$ agree.
\item Keep the nondominated classes: those for which no other is at least as good in area, $w$ and $g$ and better in one.
\end{enumerate}
The last step needs no arbitrary weights. A dominated class has a competitor with a smaller value of any sum with positive weights, so every minimizer of such a sum is retained.

Completeness was tested by enumerating rational $Q$ directly and counting coincidence points. For the square pair with $m\le5$, $|e|\le6\,\%$ and $g\le15\,\%$, both routes gave the same 112 matches. For an oblique pair, with substrate vectors $(3.1,0)$, $(0.7,3.6)$ and film vectors $(2.7,0)$, $(-0.4,2.9)$ in \AA, $m\le4$, $|e|\le8\,\%$ and $g\le15\,\%$, both gave the same 88.

\section{TiN(001) on Si(001)}

The example is a $2$~nm TiN film, in the range of barrier layers. Rough typical inputs are cubic lattice constants of $5.43$~\AA\ for Si and $4.24$~\AA\ for TiN, and $C_{11},C_{12},C_{44}=600,130,165$~GPa for TiN. The primitive surface cells have areas $14.742$ and $8.989$~\AA$^2$. The free face gives $c_{11}'=571.8$ and $c_{12}'=101.8$~GPa. The chosen cap is $0.15$~eV/\AA$^2$, or $2.40$~J/m$^2$, so
\[
|e|\le\sqrt{\frac{2.40}{(2\times10^{-9})(674\times10^{9})}}=4.22\,\% .
\]
The softer shear constant, $2C_{44}=330$~GPa, similarly gives $g\le6.03\,\%$, which excludes the $3{:}5$ cell above.

Up to $m=16$ there are 220 substrate sublattices and 720 matches under the cap, in 51 classes. Widening both strain windows by a factor 1.3 added none below the cap. Two classes are nondominated:
\begin{center}
\begin{tabular}{cccccc}
$m{:}n$ & area (\AA$^2$) & twist & $e$ & $g$ & $w$ (eV/\AA$^2$)\\
$5{:}8$ & 73.7 & $18.4^\circ$ & $1.24\,\%$ & 0 & 0.0129\\
$8{:}13$ & 117.9 & $11.3^\circ$ & $0.46\,\%$ & 0 & 0.0018
\end{tabular}
\end{center}
The first energy follows from \eqref{energy}: $(2\times10^{-9})(674\times10^9)(0.01237)^2=0.206$~J/m$^2$, which is $0.0129$~eV/\AA$^2$. Choosing between the two means paying $44.2$~\AA$^2$ of area to save $0.0111$~eV/\AA$^2$. Larger cells up to $m=16$ do not help: the lowest energy at each larger $m$ lies above that of $8{:}13$. The lowest class at $m=16$ has indices $16{:}26$ and shares the mean strain of $8{:}13$, but it is a different deformation with $2.45\,\%$ shear, not a doubled copy.

Compare a screen that accepts reduced cells whose side lengths agree within $1\,\%$. It passes 40 pairs of sublattices, and 12 of them exceed the energy cap in every pairing, even when mirrored pairings are allowed. One is the $8{:}12$ rhombus of the opening. Its quadratic energy floor is $1.86$~eV/\AA$^2$; at $20\,\%$ shear that is outside the range of harmonic elasticity and says merely that the cell is unusable. The same screen rejects $5{:}8$, whose sides differ by $1.24\,\%$.

\section{How far the ranking can be trusted}

\paragraph{Lattice constants.} Enlarging TiN by $1\,\%$ at fixed Si changes $w$ to $0.0005$~eV/\AA$^2$ for $5{:}8$ and $0.0024$ for $8{:}13$. The order reverses, and $5{:}8$ then dominates $8{:}13$. The energies cross when the two mean strains are opposite, at an enlargement of about $(1.24+0.46)/2=0.85\,\%$. An error of that size in a computed lattice constant decides the ranking, so both lattices should be relaxed with the same functional as the interface.

\paragraph{Temperature.} Heating by $600$~K, with rough expansion coefficients of $9\times10^{-6}$ and $4\times10^{-6}$~K$^{-1}$ for TiN and Si, lowers $e$ by $0.3\,\%$. The energies fall to $0.0074$ and $0.0002$~eV/\AA$^2$; the same two index pairs remain nondominated. Elastic constants were held fixed.

\paragraph{Strain measure.} Replacing $E$ by $(C-I)/2$ changes $w$ by about $2.5\,\%$ for $5{:}8$ and $8\,\%$ for the $4\,\%$ strained cell discussed next. This shows how much the result depends on the convention. The film's own cubic terms, left out here, would need third-order elastic constants.

\paragraph{The real interface.} Epitaxial TiN on Si(001) is known to grow cube-on-cube, with three Si periods near four TiN periods. In the model this cell, with indices $m{:}n=9{:}16$, has area $132.7$~\AA$^2$, $e=-4.03\,\%$ and $w=0.137$~eV/\AA$^2$, so $5{:}8$ beats it in both area and energy. The assumption of uniform strain may fail here. Two crossed arrays of edge dislocations with Burgers length $b$ and spacing $b/|e|$ remove the strain at a cost of roughly
\[
2\,\frac{|e|}{b}\,\frac{C_{44}b^2}{4\pi(1-\nu)}\left[\ln\frac tb+1\right],
\qquad \nu=\frac{C_{12}}{C_{11}+C_{12}} .
\]
This isotropic estimate is good only to an order of magnitude. With $b$ the shortest film lattice vector, $3.0$~\AA, it gives about $0.07$~eV/\AA$^2$ for $9{:}16$, against a strain energy of $0.14$, and about $0.02$ for $5{:}8$, against $0.013$. Shorter Burgers vectors are also possible: a shift by any sum of a substrate and a film lattice vector preserves the coincidence pattern. For $9{:}16$ the shortest such shift is a third of the film vector. With the shortest shifts the costs fall to about $0.03$ and $0.01$~eV/\AA$^2$. The strain need not be removed completely. If full removal costs $c$, removing a fraction $x$ leaves the energy $w(1-x)^2+cx$, which falls below $w$ when $c<2w$ and has the minimum $c-c^2/(4w)$. This gives about $0.06$ and $0.03$~eV/\AA$^2$ for $9{:}16$ with the long and short Burgers vectors, and $0.0125$ and $0.009$ for $5{:}8$. The estimate thus favours substantial relaxation of $9{:}16$ without proving it; for $5{:}8$ it lies near the threshold, too near for so rough a formula to decide. At these costs $9{:}16$ still lies roughly $0.02$ to $0.05$~eV/\AA$^2$ above $5{:}8$. That gap, about $0.3$ to $0.8$~J/m$^2$, is on a plausible scale for differences in interface bonding, which the model omits. That bonding selects the cube-on-cube orientation is a conjecture here. The ranking chooses cells to calculate; it does not predict which one grows.

\paragraph{Slab calculations.} If a Si slab as thick as the film shares the strain while the periodic cell keeps the pair flat, the two stiffnesses act in series; a bilayer free to bend would relax further. With $C_{11}=166$ and $C_{12}=64$~GPa for Si, the mean-strain energy falls to $0.21$ of its rigid-substrate value, but the silicon is then strained, which shifts its bands and hence a computed lineup. Finally, merging by lattice symmetry assumes that the surface layer has the full square symmetry. An ideal Si(001) termination has less, so merged cells may differ in atomic registry and should be separated again before atoms are placed. The numerical output lists the best class at each area.

\section*{Computed results}
\begin{verbatim}
Si, TiN cubic lattice constants (rough): 5.43, 4.24 angstrom
TiN C11, C12, C44 (rough): 600, 130, 165 GPa
free-face constants c11', c12': 571.8, 101.8 GPa
film thickness: 2.0 nm; largest substrate index: 16
primitive areas Si, TiN: 14.742, 8.989 angstrom^2; ratio 1.6401
energy cap: 0.15 eV/angstrom^2 = 2.40 J/m^2
resulting bounds: |e| <= 4.22 %, g <= 6.03 %
substrate sublattices searched: 220
matches under cap: 720; inequivalent: 51
brute-force check, square and oblique: 112, 88 matches
Lowest-energy class at each m (area angstrom^2, w eV/angstrom^2)
 m  n    area  twist/deg    e/%    g/%       w
 5  8   73.71     18.43   1.237  0.000  0.01288
 8 13  117.94     11.31   0.462  0.000  0.00180
 9 15  132.68     25.46  -0.804  4.302  0.08765
10 17  147.42     32.47  -1.794  0.000  0.02706
11 18  162.17     16.50   0.114  3.553  0.05388
12 20  176.91      0.00  -0.804  3.227  0.04833
13 21  191.65      3.47   0.759  3.026  0.04261
14 23  206.39     12.88  -0.084  2.786  0.03271
15 24  221.14      0.00   1.237  5.268  0.12720
16 26  235.88     17.10   0.462  2.451  0.02746
Nondominated classes: 2 (first 7 shown; columns as above)
 5  8   73.71  18.43   1.237  0.000  0.01288 M=[[1,-2],[2,1]] N=[[-2,2],[-2,-2]]
 8 13  117.94  11.31   0.462  0.000  0.00180 M=[[2,-2],[2,2]] N=[[-3,2],[-2,-3]]
Cube-on-cube 3:4 cell: area 132.68 angstrom^2, e -4.031 %, w 0.13662 eV/angstrom^2
Length-only screen at 1 %: 40 pairs pass, 12 exceed the energy cap
false match: m=8, n=12, length misfit 0.463 %
  Si sides 10.860, 10.860 angstrom, angle 90.00 deg
  TiN sides 10.810, 10.810 angstrom, angle 67.38 deg
  e 4.46 %, least g 20.27 %, quadratic energy floor 1.861 eV/angstrom^2
Neglected effects, w in eV/angstrom^2 (last row: cube-on-cube)
 m  n  model    hot      TiN+1%   Green    dislocations
 5  8  0.01288  0.00741  0.00049  0.01320  0.02144
 8 13  0.00180  0.00022  0.00239  0.00181  0.00801
 9 16  0.13662  0.15763  0.21240  0.12611  0.06983
heating 600 K, expansion TiN, Si (rough): 9e-06, 4e-06 1/K
nondominated (m:n) when hot: 5:8, 8:13
equal-thickness free Si slab: mean-strain energy falls to 0.211 of w
bonding scale 1 J/m^2 = 0.0624 eV/angstrom^2
\end{verbatim}
